# Tunnelling through a trapezoidal silica barrier: the WKB exponent: a program that tests the result

```python
"""
Result under test: WKB exponent S of a trapezoidal tunnel barrier,
    S = S_FN * (1 - (1 - V/phi)**1.5),   0 < V < phi,
    S_FN = 4 sqrt(2 m) (e phi)**1.5 / (3 hbar e F),   F = V/d,
and its limit S -> 2 d sqrt(2 m e phi)/hbar for V -> 0 at fixed d.
phi : barrier height at the entrance, from the electron's level (volts)
V   : potential drop in the oxide (volts);  d : oxide width (nm)
m   : electron mass in the oxide (in free-electron masses)
F   : field in the oxide;  T : transmission = prefactor * exp(-S)
The closed form is evaluated in Gaussian units, the checks in SI or eV and nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import digamma

# Gaussian constants
HBAR_G = const.hbar * 1e7              # erg s
MASS_G = const.m_e * 1e3               # g
CHARGE_G = const.e * const.c * 10      # esu
STATVOLT = const.c * 1e-6              # volts in one statvolt
# 2 m_e / hbar^2 in 1/(eV nm^2)
C2 = 2 * const.m_e * const.e / const.hbar**2 * 1e-18


def fn_exponent(phi, field_v_per_nm, m):
    """Fowler-Nordheim exponent, evaluated in Gaussian units."""
    energy = CHARGE_G * phi / STATVOLT
    field = field_v_per_nm * 1e7 / STATVOLT
    return (4 * np.sqrt(2 * m * MASS_G) * energy**1.5
            / (3 * HBAR_G * CHARGE_G * field))


def bracket(phi, V):
    return 1 - (1 - V / phi)**1.5


def trapezoid_exponent(phi, V, d, m):
    return fn_exponent(phi, V / d, m) * bracket(phi, V)


def exponent_by_quadrature(phi, field_v_per_nm, length, m):
    """2 * integral of kappa from its definition, in SI units."""
    def kappa_per_nm(x):
        height = const.e * max(phi - field_v_per_nm * x, 0.0)
        return np.sqrt(2 * m * const.m_e * height) / const.hbar * 1e-9
    return 2 * quad(kappa_per_nm, 0, length, epsabs=1e-11, epsrel=1e-10)[0]


def numerical_transmission(phi, V, d, m, m_el, e_in):
    """Integrate the Schroedinger equation back from the exit face."""
    q_in = np.sqrt(C2 * m_el * e_in) / m_el
    q_out = np.sqrt(C2 * m_el * (e_in + V)) / m_el

    def rhs(x, y):                      # y = (psi, psi'/mass)
        return [m * y[1], C2 * (phi - V * x / d) * y[0]]
    sol = solve_ivp(rhs, (d, 0), [1 + 0j, 1j * q_out], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incident = 0.5 * (psi + flux / (1j * q_in))
    return q_out / (q_in * abs(incident)**2)


def prefactor(phi, V, m, m_el, e_in):
    q1 = np.sqrt(C2 * m_el * e_in) / m_el
    q2 = np.sqrt(C2 * m_el * (e_in + V)) / m_el
    p1 = np.sqrt(C2 * m * phi) / m
    p2 = np.sqrt(C2 * m * (phi - V)) / m
    return 16 * q1 * p1 * q2 * p2 / ((q1**2 + p1**2) * (q2**2 + p2**2))


# Example: rough typical values for a thin oxide on silicon
phi, V, d, m = 3.0, 1.5, 2.5, 0.40
m_el, e_in = 0.92, 0.15      # electrode mass along x, incident energy in eV
m_trans = 0.19               # electrode mass across x
eps_fast = 2.1               # high-frequency dielectric constant of the oxide
gap = 9.0                    # oxide band gap, eV
temperature = 400.0          # K
breakdown = 10.0             # MV/cm
F = V / d

# Closed form against quadrature of the definition
for drop in (0.01, 0.5, 1.5, 2.5, 2.99):
    direct = exponent_by_quadrature(phi, drop / d, d, m)
    assert abs(trapezoid_exponent(phi, drop, d, m) / direct - 1) < 1e-7
S_fn = fn_exponent(phi, F, m)
full_triangle = exponent_by_quadrature(phi, F, phi / F, m)
assert abs(S_fn / full_triangle - 1) < 1e-7

# Small-drop series: integrate the expanded integrand, compare closed form
v, s = sp.symbols("v s", positive=True)
integrand = sp.series(sp.sqrt(1 - v * s), v, 0, 4).removeO()
from_integral = sp.expand(sp.integrate(sp.expand(integrand), (s, 0, 1)))
power = sp.series((1 - v)**sp.Rational(3, 2), v, 0, 5).removeO()
from_closed = sp.expand(2 * (1 - power) / (3 * v))
assert sp.expand(from_integral - from_closed) == 0
assert from_integral.coeff(v, 1) == -sp.Rational(1, 4)
assert from_integral.coeff(v, 2) == -sp.Rational(1, 24)
mean_series = sp.series(sp.sqrt(1 - v / 2), v, 0, 3).removeO()
mean_gap = sp.expand(mean_series - from_integral)
assert mean_gap.coeff(v, 1) == 0
assert mean_gap.coeff(v, 2) == sp.Rational(1, 96)

# Rectangular limit against the decay of transmission in a flat barrier
flat = [numerical_transmission(phi, 0.0, w, m, m_el, e_in) for w in (3, 4)]
decay_rate = np.log(flat[0] / flat[1])            # per nm
limit_rate = trapezoid_exponent(phi, 1e-5, d, m) / d
assert abs(limit_rate / decay_rate - 1) < 1e-5

# WKB transmission against the Schroedinger equation, thicker and thicker
worst = []
for width in (10.0, 40.0):
    errors = []
    for drop in (0.5, 1.5, 2.4):
        t_num = numerical_transmission(phi, drop, width, m, m_el, e_in)
        log_wkb = (np.log(prefactor(phi, drop, m, m_el, e_in))
                   - trapezoid_exponent(phi, drop, width, m))
        errors.append(abs(np.log(t_num) - log_wkb))
    worst.append(max(errors))
# bounds allow for the WKB correction, which falls as 1/width
assert worst[0] < 0.03 and worst[1] < 0.005 and worst[1] < worst[0]

S = trapezoid_exponent(phi, V, d, m)
P = prefactor(phi, V, m, m_el, e_in)
T_num = numerical_transmission(phi, V, d, m, m_el, e_in)
T_wkb = P * np.exp(-S)
assert abs(T_wkb / T_num - 1) < 0.1
kappa_in = np.sqrt(C2 * m * phi)
kappa_out = np.sqrt(C2 * m * (phi - V))
S_rect = 2 * kappa_in * d
S_mean = 2 * d * np.sqrt(C2 * m * (phi - V / 2))
validity = C2 * m * F / (2 * kappa_out**3)

# Image force between two ideal conductors (energies in eV, lengths in nm)
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def image_energy(x):
    u = x / d
    images = -2 * np.euler_gamma - digamma(1 + u) - digamma(1 - u)
    return -e2 / (2 * eps_fast) * (1 / (2 * x) + images / (2 * d))


n = np.arange(1, 200001)
x_test = 0.3 * d
explicit = -e2 / (2 * eps_fast) * (
    1 / (2 * x_test)
    + np.sum(n * d / ((n * d)**2 - x_test**2) - 1 / (n * d)))
assert abs(image_energy(x_test) / explicit - 1) < 1e-8

cells = 200000
x = (np.arange(cells) + 0.5) * d / cells
W = phi - F * x
W_image = np.maximum(W + image_energy(x), 0)
S_image = 2 * d * np.mean(np.sqrt(C2 * m * W_image))
S_band = 2 * d * np.mean(np.sqrt(C2 * m * W * (1 - W / gap)))

# Transverse motion: 0.1 eV moved from normal to transverse at fixed total
e_trans = 0.10
S_trans = trapezoid_exponent(phi + e_trans * m_trans / m, V, d, m)

# Thermal spread of the supply at a fixed Fermi level (energy zero there)
kT = const.k * temperature / const.e
energy = np.linspace(-e_in, 0.8, 20001)
weight = np.exp(S - trapezoid_exponent(phi - energy, V, d, m))
hot = trapezoid(kT * np.logaddexp(0, -energy / kT) * weight, energy)
cold = trapezoid(np.maximum(-energy, 0) * weight, energy)

print(f"barrier height phi = {phi:.2f} V, oxide drop V = {V:.2f} V")
print(f"oxide width d = {d:.2f} nm, oxide mass m = {m:.2f} m_e")
print(f"V/phi = {V/phi:.3f}")
print(f"field F = {F*10:.2f} MV/cm = {F*1e7/STATVOLT:.4g} statvolt/cm")
print(f"length of full triangle phi/F = {phi/F:.2f} nm")
print(f"kappa at entrance = {kappa_in:.3f} 1/nm")
print(f"kappa at exit = {kappa_out:.3f} 1/nm")
print(f"Fowler-Nordheim exponent S_FN = {S_fn:.3f}")
print(f"bracket 1-(1-V/phi)^(3/2) = {bracket(phi, V):.5f}")
print(f"trapezoidal exponent S = {S:.3f}")
print(f"same by quadrature = {exponent_by_quadrature(phi, F, d, m):.3f}")
print(f"rectangular exponent (height phi) = {S_rect:.3f}")
print(f"ratio S/rectangular = {S/S_rect:.5f}")
print(f"mean-height exponent (phi-V/2) = {S_mean:.3f}")
print(f"exp(-S) = {np.exp(-S):.3e}")
print(f"exp(-S_FN) = {np.exp(-S_fn):.3e}")
print(f"exp(-S) / exp(-S_FN) = {np.exp(S_fn-S):.3e}")
print(f"exp(-S) / exp(-rectangular) = {np.exp(S_rect-S):.2f}")
print("Fixed width: V (volt), S_FN, bracket, S")
for drop in (0.01, 0.1, 0.5, 1.5, 2.5, 3.0):
    print(f"  {drop:.2f}  {fn_exponent(phi, drop/d, m):.3f}"
          f"  {bracket(phi, drop):.5f}"
          f"  {trapezoid_exponent(phi, drop, d, m):.3f}")
print(f"flat barrier, decay rate from Schroedinger = {decay_rate:.4f} 1/nm")
print(f"electrode mass {m_el:.2f} m_e, incident energy {e_in:.2f} eV")
print(f"prefactor P = {P:.3f}")
print(f"T from WKB, P exp(-S) = {T_wkb:.4e}")
print(f"T from Schroedinger equation = {T_num:.4e}")
print(f"largest error of ln T, 10 nm and 40 nm: {worst[0]:.4f}, {worst[1]:.4f}")
print(f"WKB validity |kappa'|/kappa^2 at exit = {validity:.4f}")
print("Neglected effects: change of S, factor on exp(-S)")
cases = (
    (f"image force, eps = {eps_fast:.1f}", S_image),
    (f"non-parabolic band, gap {gap:.1f} eV", S_band),
    (f"transverse energy {e_trans:.2f} eV, mass {m_trans:.2f}", S_trans),
    ("oxide mass 0.05 m_e larger", trapezoid_exponent(phi, V, d, m + 0.05)),
    ("barrier 0.1 V higher", trapezoid_exponent(phi + 0.1, V, d, m)),
    ("oxide 0.1 nm thicker, same V", trapezoid_exponent(phi, V, d + 0.1, m)),
)
for label, value in cases:
    print(f"  {label}: {value-S:+.3f}, {np.exp(S-value):.3g}")
print(f"thermal energy at {temperature:.0f} K = {kT:.4f} eV")
print(f"supply-weighted current, {temperature:.0f} K over 0 K = {hot/cold:.3f}")
print(f"field / rough breakdown field {breakdown:.0f} MV/cm"
      f" = {F*10/breakdown:.2f}")
print("verified")
```

It prints:

```
barrier height phi = 3.00 V, oxide drop V = 1.50 V
oxide width d = 2.50 nm, oxide mass m = 0.40 m_e
V/phi = 0.500
field F = 6.00 MV/cm = 2.001e+04 statvolt/cm
length of full triangle phi/F = 5.00 nm
kappa at entrance = 5.612 1/nm
kappa at exit = 3.968 1/nm
Fowler-Nordheim exponent S_FN = 37.414
bracket 1-(1-V/phi)^(3/2) = 0.64645
trapezoidal exponent S = 24.186
same by quadrature = 24.186
rectangular exponent (height phi) = 28.061
ratio S/rectangular = 0.86193
mean-height exponent (phi-V/2) = 24.301
exp(-S) = 3.133e-11
exp(-S_FN) = 5.639e-17
exp(-S) / exp(-S_FN) = 5.557e+05
exp(-S) / exp(-rectangular) = 48.15
Fixed width: V (volt), S_FN, bracket, S
  0.01  5612.149  0.00500  28.037
  0.10  561.215  0.04958  27.826
  0.50  112.243  0.23927  26.857
  1.50  37.414  0.64645  24.186
  2.50  22.449  0.93196  20.921
  3.00  18.707  1.00000  18.707
flat barrier, decay rate from Schroedinger = 11.2243 1/nm
electrode mass 0.92 m_e, incident energy 0.15 eV
prefactor P = 1.080
T from WKB, P exp(-S) = 3.3844e-11
T from Schroedinger equation = 3.3770e-11
largest error of ln T, 10 nm and 40 nm: 0.0082, 0.0022
WKB validity |kappa'|/kappa^2 at exit = 0.0504
Neglected effects: change of S, factor on exp(-S)
  image force, eps = 2.1: -3.936, 51.2
  non-parabolic band, gap 9.0 eV: -3.317, 27.6
  transverse energy 0.10 eV, mass 0.19: +0.259, 0.772
  oxide mass 0.05 m_e larger: +1.467, 0.231
  barrier 0.1 V higher: +0.542, 0.582
  oxide 0.1 nm thicker, same V: +0.967, 0.38
thermal energy at 400 K = 0.0345 eV
supply-weighted current, 400 K over 0 K = 1.305
field / rough breakdown field 10 MV/cm = 0.60
verified
```
